# Electronic Thermal Conductivity of Copper from Its Resistivity: test program

```python
"""
Result under test: for degenerate electrons with elastic scattering,
    kappa_e = L0*T/rho,   L0 = (pi^2/3)*(kB/e)^2,
where kappa_e is the electronic thermal conductivity at zero electric current,
T the temperature and rho the electrical resistivity.
Example: copper, rho = 1.7e-8 ohm m at 300 K.
The program also sizes inelastic phonon scattering, lattice heat flow,
temperature of use and the higher resistivity of narrow lines.
Reduced energies: x = (E-mu)/(kB*T) for electrons, w = hbar*omega/(kB*T)
for phonons, u = omega/omega_Debye. All internal quantities are in SI units.
"""
import numpy as np
from scipy.constants import k as kB, e, hbar, m_e, pi
from scipy.integrate import quad
from scipy.special import expit

# Inputs: the first two are given, the others are rough typical values.
temperature = 300.0
resistivity = 1.7e-8
lattice_constant = 0.36e-9
debye_temperature = 330.0
phonon_free_path = 3e-9
chip_temperature = 373.0
narrow_line_resistivity = 4e-8

lorenz = pi**2 / 3 * (kB / e)**2
kappa = lorenz * temperature / resistivity

# Free-electron quantities, one electron per atom of an fcc crystal.
density = 4 / lattice_constant**3
k_fermi = (3 * pi**2 * density)**(1 / 3)
fermi_energy = (hbar * k_fermi)**2 / (2 * m_e)
fermi_velocity = hbar * k_fermi / m_e
relaxation_time = m_e / (density * e**2 * resistivity)
electron_free_path = fermi_velocity * relaxation_time

# The Sommerfeld integral by quadrature.
sommerfeld = quad(lambda x: x**2 * expit(x) * expit(-x), -50, 50,
                  points=[0])[0]
assert abs(sommerfeld - pi**2 / 3) < 1e-8


def currents(field, gradient, tau_power):
    """Charge and heat current from the perturbed distribution itself."""
    thermal = kB * temperature
    x = np.linspace(-35, 35, 7001)
    energy = fermi_energy + thermal * x
    speed = np.sqrt(2 * energy / m_e)
    states = (2 * m_e / hbar**2)**1.5 * np.sqrt(energy) / (2 * pi**2)
    tau = relaxation_time * (energy / fermi_energy)**tau_power
    d_temp, d_x = 0.05, 1e-3

    def occupation(at_temperature):
        return expit(-x * temperature / at_temperature)

    df_dtemp = (occupation(temperature + d_temp)
                - occupation(temperature - d_temp)) / (2 * d_temp)
    df_denergy = (expit(-(x + d_x)) - expit(-(x - d_x))) / (2 * d_x * thermal)
    cosines, weights = np.polynomial.legendre.leggauss(4)
    charge = heat = 0.0
    step = thermal * (x[1] - x[0])
    for cosine, weight in zip(cosines, weights):
        velocity = speed * cosine
        change = -tau * velocity * (df_dtemp * gradient
                                    - e * field * df_denergy)
        flow = 0.5 * weight * states * velocity * change * step
        charge += -e * flow.sum()
        heat += (flow * thermal * x).sum()
    return charge, heat


def open_circuit(tau_power):
    """Conductivity, thermal conductivity and thermopower at zero current."""
    charge_field, heat_field = currents(1.0, 0.0, tau_power)
    charge_grad, heat_grad = currents(0.0, 1.0, tau_power)
    thermopower = -charge_grad / charge_field
    return (charge_field, -(heat_grad + heat_field * thermopower), thermopower)


direct = {power: open_circuit(power) for power in (0.0, 1.5)}
for sigma_direct, kappa_direct, _ in direct.values():
    ratio = kappa_direct / (sigma_direct * temperature)
    assert abs(ratio / lorenz - 1) < 1e-3
    assert abs(sigma_direct * resistivity - 1) < 1e-3
    assert abs(kappa_direct / kappa - 1) < 2e-3
assert abs(kappa - 430) < 5
thermopower = direct[0.0][2]
thermopower_share = thermopower**2 / lorenz


# Inelastic scattering by Debye phonons. The loss function is 1 - cos(angle).
def loss_normal(u):
    return 0.5 * 2**(2 / 3) * u**2    # q^2/(2 kF^2), (qD/kF)^3 = 2


def loss_random(u):
    return 1.0 + 0.0 * u             # direction forgotten on average


def solve_inelastic(at_temperature, loss, divisions=40):
    """Return L/L0 and relative resistivity from the full matrix equation."""
    w_max = debye_temperature / at_temperature
    step = w_max / divisions
    half = int(20 / step)
    x = step * np.arange(-half, half + 1)
    size = len(x)
    matrix = np.zeros((size, size))
    rows = np.arange(size)
    for m in range(1, divisions + 1):
        u, w = m / divisions, m * step
        weight = u**2 / divisions * (0.5 if m == divisions else 1.0)
        bose = 1 / np.expm1(w)
        absorb = weight * bose * expit(x + w) / expit(x)
        emit = weight * (bose + 1) * expit(x - w) / expit(x)
        matrix[rows, rows] += absorb + emit
        cosine = 1 - loss(u)
        matrix[rows[:-m], rows[m:]] -= cosine * absorb[:-m]
        matrix[rows[m:], rows[:-m]] -= cosine * emit[m:]
    drives = np.column_stack([np.ones(size), x])
    response = np.linalg.solve(matrix, drives)
    window = expit(x) * expit(-x) * step
    charge = np.sum(window * response[:, 0])
    heat = np.sum(window * x * response[:, 1])
    return heat / charge * 3 / pi**2, 1 / charge


def trial_ratio(at_temperature, loss):
    """L/L0 from the closed formula with trial deviations 1 and x."""
    w_max = debye_temperature / at_temperature

    def weight(u):
        w = w_max * u
        return u**2 * w / (-np.expm1(-w) * np.expm1(w))

    def heat_part(u):
        w2 = (w_max * u)**2
        return weight(u) * (loss(u) * (1 - w2 / (2 * pi**2))
                            + 3 * w2 / (2 * pi**2))

    top = quad(lambda u: weight(u) * loss(u), 1e-9, 1)[0]
    return top / quad(heat_part, 1e-9, 1)[0]


normal_full, rho_300 = solve_inelastic(temperature, loss_normal)
random_full, _ = solve_inelastic(temperature, loss_random)
normal_trial = trial_ratio(temperature, loss_normal)
random_trial = trial_ratio(temperature, loss_random)
assert abs(normal_full / normal_trial - 1) < 0.02
assert abs(random_full / random_trial - 1) < 0.02
assert normal_full < random_full < 1
hot_full, _ = solve_inelastic(1200.0, loss_normal, divisions=10)
assert 0.98 < hot_full < 1

# Chip temperature: resistivity scaled by the same Debye model.
_, rho_chip = solve_inelastic(chip_temperature, loss_normal)
resistivity_chip = resistivity * rho_chip / rho_300
kappa_chip = lorenz * chip_temperature / resistivity_chip

# Lattice heat flow with the classical heat capacity and Debye sound speed.
q_debye = (6 * pi**2 * density)**(1 / 3)
sound_speed = kB * debye_temperature / (hbar * q_debye)
heat_capacity = 3 * density * kB
kappa_lattice = heat_capacity * sound_speed * phonon_free_path / 3
kappa_narrow = lorenz * temperature / narrow_line_resistivity

print(f"Temperature: {temperature:.0f} K")
print(f"Resistivity: {resistivity:.2e} ohm m")
print(f"kB/e: {kB / e:.5e} V/K")
print(f"Sommerfeld integral by quadrature: {sommerfeld:.6f}")
print(f"Lorenz number L0: {lorenz:.4e} V^2/K^2")
print(f"L0*T: {lorenz * temperature:.4e} V^2/K")
print(f"Electronic thermal conductivity: {kappa:.1f} W/(m K)")
print(f"The same, converted: {kappa / 100:.2f} W/(cm K)")
print("Free-electron model of copper")
print(f"Lattice constant (rough): {lattice_constant * 1e9:.2f} nm")
print(f"Electron density: {density:.3e} 1/m^3")
print(f"Fermi energy: {fermi_energy / e:.2f} eV")
print(f"kB*T/E_F: {kB * temperature / fermi_energy:.5f}")
print(f"Fermi velocity: {fermi_velocity:.3e} m/s")
print(f"Relaxation time: {relaxation_time * 1e15:.1f} fs")
print(f"Electron mean free path: {electron_free_path * 1e9:.1f} nm")
for power, (sig, kap, _) in direct.items():
    print(f"Direct kappa/(sigma T L0), tau ~ E^{power:.1f}: "
          f"{kap / (sig * temperature * lorenz):.6f}")
print(f"Direct kappa, constant tau: {direct[0.0][1]:.1f} W/(m K)")
print(f"Thermopower, constant tau: {thermopower * 1e6:.2f} uV/K")
print(f"Thermopower share S^2/L0: {thermopower_share:.2e}")
print("Inelastic phonon scattering")
print(f"Debye temperature (rough): {debye_temperature:.0f} K")
print(f"L/L0, no umklapp, trial formula: {normal_trial:.3f}")
print(f"L/L0, no umklapp, full solution: {normal_full:.3f}")
print(f"L/L0, random direction, trial formula: {random_trial:.3f}")
print(f"L/L0, random direction, full solution: {random_full:.3f}")
print(f"kappa_e, no umklapp: {kappa * normal_full:.0f} W/(m K)")
print(f"kappa_e, random direction: {kappa * random_full:.0f} W/(m K)")
print(f"L/L0 at 1200 K, no umklapp, full solution: {hot_full:.3f}")
print("Lattice heat flow")
print(f"Phonon mean free path (rough): {phonon_free_path * 1e9:.0f} nm")
print(f"Lattice heat capacity: {heat_capacity:.2e} J/(m^3 K)")
print(f"Debye sound speed: {sound_speed:.0f} m/s")
print(f"Lattice thermal conductivity: {kappa_lattice:.1f} W/(m K)")
print(f"Lattice/electronic ratio: {100 * kappa_lattice / kappa:.1f} %")
print("Chip conditions, with L = L0")
print(f"Chip temperature: {chip_temperature:.0f} K")
print(f"Resistivity at chip temperature: {resistivity_chip:.2e} ohm m")
print(f"kappa_e at chip temperature: {kappa_chip:.0f} W/(m K)")
print(f"Narrow-line resistivity (rough): {narrow_line_resistivity:.1e} ohm m")
print(f"kappa_e of narrow line at 300 K: {kappa_narrow:.0f} W/(m K)")
print("checks complete")
```

It prints:

```
Temperature: 300 K
Resistivity: 1.70e-08 ohm m
kB/e: 8.61733e-05 V/K
Sommerfeld integral by quadrature: 3.289868
Lorenz number L0: 2.4430e-08 V^2/K^2
L0*T: 7.3290e-06 V^2/K
Electronic thermal conductivity: 431.1 W/(m K)
The same, converted: 4.31 W/(cm K)
Free-electron model of copper
Lattice constant (rough): 0.36 nm
Electron density: 8.573e+28 1/m^3
Fermi energy: 7.09 eV
kB*T/E_F: 0.00365
Fermi velocity: 1.579e+06 m/s
Relaxation time: 24.3 fs
Electron mean free path: 38.5 nm
Direct kappa/(sigma T L0), tau ~ E^0.0: 0.999954
Direct kappa/(sigma T L0), tau ~ E^1.5: 1.000026
Direct kappa, constant tau: 431.1 W/(m K)
Thermopower, constant tau: -1.55 uV/K
Thermopower share S^2/L0: 9.84e-05
Inelastic phonon scattering
Debye temperature (rough): 330 K
L/L0, no umklapp, trial formula: 0.840
L/L0, no umklapp, full solution: 0.838
L/L0, random direction, trial formula: 0.943
L/L0, random direction, full solution: 0.943
kappa_e, no umklapp: 361 W/(m K)
kappa_e, random direction: 406 W/(m K)
L/L0 at 1200 K, no umklapp, full solution: 0.988
Lattice heat flow
Phonon mean free path (rough): 3 nm
Lattice heat capacity: 3.55e+06 J/(m^3 K)
Debye sound speed: 2514 m/s
Lattice thermal conductivity: 8.9 W/(m K)
Lattice/electronic ratio: 2.1 %
Chip conditions, with L = L0
Chip temperature: 373 K
Resistivity at chip temperature: 2.17e-08 ohm m
kappa_e at chip temperature: 421 W/(m K)
Narrow-line resistivity (rough): 4.0e-08 ohm m
kappa_e of narrow line at 300 K: 183 W/(m K)
checks complete
```
